# Polarisation in X-ray reflectivity: the cosine-squared law at weak contrast: verification in Python

```python
"""
Result under test: for a weak-contrast interface the reflectivity ratio
R_p/R_s tends to cos^2(2 theta), theta being the grazing angle in vacuum.
Symbols: n = 1 - delta + i beta, eps = n^2, chi = eps - 1;
S = sin(theta), C = cos(theta); q = sqrt(eps - C^2) is the normal wave
vector in units of the vacuum wave number k. The s amplitude is a ratio of
E fields, the p amplitude a ratio of H fields. The reference amplitudes come
from numerical matching of tangential field vectors, not Fresnel formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import erf

Y_AXIS = np.array([0, 1, 0], dtype=complex)


def normal_component(eps, C):
    return np.sqrt(complex(eps) - C**2)


def tangential_fields(wavevector, eps, pol):
    """Tangential E and H of a plane wave, in units with unit impedance."""
    if pol == "s":
        E = Y_AXIS
        H = np.cross(wavevector, Y_AXIS)
    else:
        H = Y_AXIS
        E = -np.cross(wavevector, Y_AXIS) / eps
    return np.array([E[0], E[1], H[0], H[1]])


def matched_amplitude(eps1, eps2, C, pol):
    """Reflected amplitude from continuity of all tangential fields."""
    q1, q2 = normal_component(eps1, C), normal_component(eps2, C)
    incident = tangential_fields(np.array([C, 0, q1]), eps1, pol)
    reflected = tangential_fields(np.array([C, 0, -q1]), eps1, pol)
    transmitted = tangential_fields(np.array([C, 0, q2]), eps2, pol)
    matrix = np.column_stack([reflected, -transmitted])
    solution = np.linalg.lstsq(matrix, -incident, rcond=None)[0]
    assert np.max(np.abs(matrix @ solution + incident)) < 1e-12
    return solution[0]


def amplitude_ratio(eps, theta):
    C = np.cos(theta)
    return (matched_amplitude(1, eps, C, "p")
            / matched_amplitude(1, eps, C, "s"))


def power_ratio(eps, theta):
    return abs(amplitude_ratio(eps, theta))**2


def stack_reflectivity(eps_list, thickness, k, theta, pol):
    """Layer recursion; thickness lists the inner layers from the top."""
    C = np.cos(theta)
    total = matched_amplitude(eps_list[-2], eps_list[-1], C, pol)
    for j in range(len(eps_list) - 3, -1, -1):
        q = normal_component(eps_list[j + 1], C)
        returned = total * np.exp(2j * k * q * thickness[j])
        r = matched_amplitude(eps_list[j], eps_list[j + 1], C, pol)
        total = (r + returned) / (1 + r * returned)
    return abs(total)**2


# Exact factorised ratio, tested on strong contrasts and buried interfaces.
identity_error = 0.0
for eps1, eps2 in [(1, (0.7 + 0.2j)**2), (1, (1.4 + 0.3j)**2),
                   ((0.95 + 0.02j)**2, (0.8 + 0.1j)**2)]:
    for theta in np.radians([5, 25, 50, 80]):
        C = np.cos(theta)
        direct = (matched_amplitude(eps1, eps2, C, "p")
                  / matched_amplitude(eps1, eps2, C, "s"))
        product = normal_component(eps1, C) * normal_component(eps2, C)
        formula = (C**2 - product) / (C**2 + product)
        identity_error = max(identity_error, abs(direct - formula))
assert identity_error < 1e-11

# Copper film; the material inputs are rough typical values.
energy_keV = 8.05
density_g_cm3 = 8.96
molar_mass_g = 63.55
atomic_number = 29
scattering_factor = 27.0
mass_attenuation_cm2_g = 50.0
wavelength_m = const.h * const.c / (energy_keV * 1e3 * const.e)
wavelength_nm = wavelength_m * 1e9
k = 2 * np.pi / wavelength_nm
atoms_m3 = density_g_cm3 * 1e6 / molar_mass_g * const.N_A
r_e = const.physical_constants["classical electron radius"][0]
delta = r_e * wavelength_m**2 * atoms_m3 * scattering_factor / (2 * np.pi)
mu_per_m = mass_attenuation_cm2_g * density_g_cm3 * 100
beta = wavelength_m * mu_per_m / (4 * np.pi)
eps_cu = (1 - delta + 1j * beta)**2
chi_cu = eps_cu - 1
critical_deg = np.degrees(np.sqrt(2 * delta))

# Uniform bound at all angles, including those below the critical angle.
# The slack of 1e-9 covers rounding in the division of tiny amplitudes.


def ratio_bound(eps, theta):
    size = abs(eps - 1)
    D = 2 * np.cos(theta)**2 * size / (1 - size)
    return D * (2 * abs(np.cos(2 * theta)) + D)


scan = np.radians(np.concatenate([np.linspace(0.05, 1, 60),
                                  np.linspace(1.5, 89.5, 89)]))
worst_cu = 0.0
for eps in (eps_cu, (0.9 + 0.03j)**2):
    for theta in scan:
        error = abs(power_ratio(eps, theta) - np.cos(2 * theta)**2)
        assert error <= ratio_bound(eps, theta) + 1e-9
        if eps == eps_cu:
            worst_cu = max(worst_cu, error)

# First correction, on both sides of 45 degrees.
small = 1e-4
for theta in np.radians([20, 35, 60]):
    eps = (1 - small + 0.1j * small)**2
    slope = (power_ratio(eps, theta) - np.cos(2 * theta)**2) / small
    predicted = 4 * np.cos(theta)**2 * np.cos(2 * theta)
    assert abs(slope / predicted - 1) < 5e-3

# Minimum near 45 degrees: position and floor.
test_delta, test_beta = 1e-3, 2e-4
eps_test = (1 - test_delta + 1j * test_beta)**2
minimum = minimize_scalar(
    lambda x: power_ratio(eps_test, np.pi / 4 + x) / test_beta**2,
    bounds=(-0.002, 0.003), method="bounded", options={"xatol": 1e-10})
floor = minimum.fun * test_beta**2
assert abs(minimum.x / (test_delta / 2) - 1) < 0.01
assert abs(floor / test_beta**2 - 1) < 0.01

# Single scattering: amplitude and transverse projection of the dipole.
for theta in np.radians([15, 40, 70]):
    S, C = np.sin(theta), np.cos(theta)
    chi = 1e-5 * (-1 + 0.1j)
    e_in = -np.cross([C, 0, S], [0, 1, 0])
    e_out = -np.cross([C, 0, -S], [0, 1, 0])
    single = -chi / (4 * S**2)
    r_s = matched_amplitude(1, 1 + chi, C, "s")
    r_p = matched_amplitude(1, 1 + chi, C, "p")
    assert abs(r_s / single - 1) < 1e-3
    assert abs(r_p / (single * np.dot(e_in, e_out)) - 1) < 1e-3

# Buried interface between two weak media, outside angle well above critical.
for theta in np.radians([10, 30, 65]):
    C = np.cos(theta)
    upper, lower = 1 - 2e-5 + 1e-6j, 1 - 6e-5 + 2e-6j
    buried = (matched_amplitude(upper, lower, C, "p")
              / matched_amplitude(upper, lower, C, "s"))
    assert abs(buried - np.cos(2 * theta)) < 2e-4

# Strong contrast: the limit must fail visibly.
strong_ratio = power_ratio((0.9 + 0.02j)**2, np.radians(30))
strong_limit = np.cos(np.radians(60))**2
assert abs(strong_ratio - strong_limit) > 0.05

# Main case of the copper example.
theta = np.radians(3.0)
S, C = np.sin(theta), np.cos(theta)
limit = np.cos(2 * theta)**2
Rs = abs(matched_amplitude(1, eps_cu, C, "s"))**2
Rp = abs(matched_amplitude(1, eps_cu, C, "p"))**2
excess = Rp / Rs - limit
first_order = 4 * delta * C**2 * np.cos(2 * theta)
assert abs(excess / first_order - 1) < 0.02

# Neglected surface structure, sized with full layer calculations.
sigma_nm = 0.3
edges = np.linspace(-5 * sigma_nm, 5 * sigma_nm, 401)
middle = 0.5 * (edges[1:] + edges[:-1])
fraction = 0.5 * (1 + erf(middle / (np.sqrt(2) * sigma_nm)))
rough_eps = [1] + list(1 + chi_cu * fraction) + [eps_cu]
oxide_nm, oxide_fraction = 2.0, 0.65
film_nm, substrate_fraction = 50.0, 0.31
structures = {
    "rough surface": (rough_eps, np.diff(edges)),
    "oxide layer": ([1, 1 + oxide_fraction * chi_cu, eps_cu], [oxide_nm]),
    "film on substrate": ([1, eps_cu, 1 + substrate_fraction * chi_cu],
                          [film_nm]),
}
structure_results = {}
for name, (eps_list, thickness) in structures.items():
    Rs_layer = stack_reflectivity(eps_list, thickness, k, theta, "s")
    Rp_layer = stack_reflectivity(eps_list, thickness, k, theta, "p")
    structure_results[name] = (Rs_layer, Rp_layer / Rs_layer)
    assert abs(Rp_layer / Rs_layer - limit) < 10 * abs(chi_cu)
rough_Rs = structure_results["rough surface"][0]
q_cu = normal_component(eps_cu, C)
damping = np.exp(-4 * k**2 * S * q_cu.real * sigma_nm**2)
assert abs(rough_Rs / Rs / damping - 1) < 3e-3

# Other neglected effects.
offset_deg = 0.02
offset_change = power_ratio(eps_cu, theta + np.radians(offset_deg)) - Rp / Rs
solid_angle_sr = 1e-5
background = (atoms_m3 * atomic_number * r_e**2 * solid_angle_sr
              / (2 * mu_per_m))
cell_nm = (4 / atoms_m3)**(1 / 3) * 1e9
plane_nm = cell_nm / np.sqrt(3)
bragg_deg = np.degrees(np.arcsin(wavelength_nm / (2 * plane_nm)))
probed_nm = wavelength_nm / (2 * S)

# Apparent extra roughness when unpolarised data are fitted as pure s.
unpolarised_factor = (1 + Rp / Rs) / 2
Q = 4 * np.pi * S / wavelength_nm
extra_variance = -np.log(unpolarised_factor) / Q**2
variance_formula = wavelength_nm**2 / (8 * np.pi**2)
assert abs(extra_variance / variance_formula - 1) < 0.02
sigma_bias = np.sqrt(sigma_nm**2 + extra_variance) - sigma_nm

print(f"Largest error of exact identity: {identity_error:.1e}")
print(f"Photon energy: {energy_keV:.2f} keV")
print(f"Wavelength: {wavelength_nm:.4f} nm")
print(f"Cu density (rough): {density_g_cm3:.2f} g/cm3")
print(f"Cu molar mass: {molar_mass_g:.2f} g/mol")
print(f"Cu scattering factor (rough): {scattering_factor:.1f} electrons")
print(f"Cu mass attenuation (rough): {mass_attenuation_cm2_g:.0f} cm2/g")
print(f"delta: {delta:.3e}")
print(f"beta: {beta:.2e}")
print(f"|chi|: {abs(chi_cu):.3e}")
print(f"Critical angle: {critical_deg:.3f} deg")
print("theta(deg)  R_s        R_p        R_p/R_s   cos^2(2theta)")
for degrees in (0.2, 0.4, 0.8, 1.5, 3.0, 5.0):
    angle = np.radians(degrees)
    row_s = abs(matched_amplitude(1, eps_cu, np.cos(angle), "s"))**2
    row_p = abs(matched_amplitude(1, eps_cu, np.cos(angle), "p"))**2
    print(f"{degrees:5.1f}  {row_s:.4e}  {row_p:.4e}  "
          f"{row_p / row_s:.6f}  {np.cos(2 * angle)**2:.6f}")
print(f"Largest Cu ratio error in angle scan: {worst_cu:.2e}")
print(f"At 3 deg, ratio minus limit: {excess:.3e}")
print(f"At 3 deg, first-order correction: {first_order:.3e}")
print(f"At 3 deg, bound on error: {ratio_bound(eps_cu, theta):.3e}")
print(f"45 deg test: delta {test_delta:.1e}, beta {test_beta:.1e}")
print(f"45 deg test, minimum shift: {np.degrees(minimum.x):.5f} deg")
print(f"45 deg test, floor of ratio: {floor:.3e}")
print("Strong contrast: delta 0.1, beta 0.02, angle 30 deg")
print(f"Strong contrast, ratio: {strong_ratio:.4f}")
print(f"Strong contrast, cos^2(2theta): {strong_limit:.4f}")
print("Neglected effects at 3 deg:")
print(f"Roughness: {sigma_nm:.1f} nm")
print(f"Roughness damping of R_s: {rough_Rs / Rs:.4f}")
print(f"Damping from exponential formula: {damping:.4f}")
print(f"Oxide: {oxide_nm:.1f} nm, contrast {oxide_fraction:.2f} of Cu")
print(f"Film: {film_nm:.0f} nm, substrate {substrate_fraction:.2f} of Cu")
for name, (Rs_layer, layer_ratio) in structure_results.items():
    print(f"{name}: R_s {Rs_layer:.3e}, R_p/R_s {layer_ratio:.6f}")
print(f"Ratio change for {offset_deg:.2f} deg offset: {offset_change:.2e}")
print(f"Detector solid angle: {solid_angle_sr:.0e} sr")
print(f"Incoherent background, upper estimate: {background:.1e}")
print(f"Length probed, lambda/(2 sin theta): {probed_nm:.3f} nm")
print(f"Cu (111) plane spacing: {plane_nm:.4f} nm")
print(f"Cu (111) Bragg grazing angle: {bragg_deg:.2f} deg")
print(f"Unpolarised R / R_s: {unpolarised_factor:.6f}")
print(f"Apparent extra sigma^2: {extra_variance:.3e} nm2")
print(f"lambda^2/(8 pi^2): {variance_formula:.3e} nm2")
print(f"Bias of fitted roughness: {sigma_bias:.2e} nm")
print("every check passed")
```

Output:

```
Largest error of exact identity: 3.1e-15
Photon energy: 8.05 keV
Wavelength: 0.1540 nm
Cu density (rough): 8.96 g/cm3
Cu molar mass: 63.55 g/mol
Cu scattering factor (rough): 27.0 electrons
Cu mass attenuation (rough): 50 cm2/g
delta: 2.439e-05
beta: 5.49e-07
|chi|: 4.879e-05
Critical angle: 0.400 deg
theta(deg)  R_s        R_p        R_p/R_s   cos^2(2theta)
  0.2  9.7436e-01  9.7436e-01  0.999999  0.999951
  0.4  6.6134e-01  6.6133e-01  0.999980  0.999805
  0.8  5.1677e-03  5.1642e-03  0.999325  0.999220
  1.5  3.4092e-04  3.4002e-04  0.997360  0.997261
  3.0  2.0190e-05  1.9971e-05  0.989171  0.989074
  5.0  2.5951e-06  2.5171e-06  0.969942  0.969846
Largest Cu ratio error in angle scan: 1.75e-04
At 3 deg, ratio minus limit: 9.720e-05
At 3 deg, first-order correction: 9.676e-05
At 3 deg, bound on error: 1.936e-04
45 deg test: delta 1.0e-03, beta 2.0e-04
45 deg test, minimum shift: 0.02866 deg
45 deg test, floor of ratio: 4.016e-08
Strong contrast: delta 0.1, beta 0.02, angle 30 deg
Strong contrast, ratio: 0.5052
Strong contrast, cos^2(2theta): 0.2500
Neglected effects at 3 deg:
Roughness: 0.3 nm
Roughness damping of R_s: 0.1967
Damping from exponential formula: 0.1966
Oxide: 2.0 nm, contrast 0.65 of Cu
Film: 50 nm, substrate 0.31 of Cu
rough surface: R_s 3.971e-06, R_p/R_s 0.989173
oxide layer: R_s 5.505e-06, R_p/R_s 0.989134
film on substrate: R_s 4.097e-05, R_p/R_s 0.989182
Ratio change for 0.02 deg offset: -1.46e-04
Detector solid angle: 1e-05 sr
Incoherent background, upper estimate: 2.2e-09
Length probed, lambda/(2 sin theta): 1.471 nm
Cu (111) plane spacing: 0.2085 nm
Cu (111) Bragg grazing angle: 21.67 deg
Unpolarised R / R_s: 0.994585
Apparent extra sigma^2: 2.978e-04 nm2
lambda^2/(8 pi^2): 3.004e-04 nm2
Bias of fitted roughness: 4.96e-04 nm
every check passed
```
